# The optimized effective potential equation for exact exchange, part 2

We seek the local exchange potential $v_x$, defined by $\delta E_x=\int v_{x\sigma}\,\delta n_\sigma\,d^3r$ for neutral variations, with

$$E_x=-\frac{e^2}{2}\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

Units are Gaussian; $a_0=\hbar^2/me^2$. For each spin $\sigma$ (usually dropped), orthonormal Kohn–Sham orbitals $\varphi_p$ with eigenvalues $\varepsilon_p$ belong to $h=-\hbar^2\nabla^2/2m+v$, $v=v_{\rm ext}+v_H+v_x$, with external potential $v_{\rm ext}$ and Hartree potential $v_H$ of the total density. Indices $i,j,k$ are occupied, $a$ empty, $p$ any; orbital $H$ is the highest occupied. A gap is assumed. $\gamma=\sum_j\varphi_j(\mathbf r)\varphi_j^*(\mathbf r')$, $n=\gamma(\mathbf r,\mathbf r)$, and $K$ has kernel $-e^2\gamma/|\mathbf r-\mathbf r'|$.

The optimized effective potential (OEP) equation is

$$\int\chi(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r),\tag{2}$$

$$\chi(\mathbf r,\mathbf r')=\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\varphi_a^*(\mathbf r')\varphi_i(\mathbf r')}{\varepsilon_i-\varepsilon_a}+\text{c.c.},\qquad \Lambda(\mathbf r)=\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\langle a|K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.},\tag{3}$$

derived from

$$\frac{\delta E_x}{\delta\varphi_i^*}=K\varphi_i,\qquad\frac{\delta E_x}{\delta\varphi_i}=(K\varphi_i)^* .\tag{5}$$

$$\frac{\delta\varphi_i(\mathbf r')}{\delta v(\mathbf r'')}=G_i(\mathbf r',\mathbf r'')\,\varphi_i(\mathbf r''),\qquad G_i=\sum_{p\ne i}\frac{|p\rangle\langle p|}{\varepsilon_i-\varepsilon_p}.\tag{6}$$

Equivalently,

$$\sum_{ia}\frac{\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\,\langle a|v_x-K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=0 .\tag{8}$$

With shifts $\psi_i=G_i(v_x-K)\varphi_i$, $\bar v_i=\langle i|v_x|i\rangle$, $\bar K_i=\langle i|K|i\rangle$,

$$\sum_i\varphi_i^*(\mathbf r)\psi_i(\mathbf r)+\text{c.c.}=0 .\tag{9}$$

$$(h-\varepsilon_i)\psi_i=-\left(v_x-K-\bar v_i+\bar K_i\right)\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0 .\tag{10}$$

The solution makes $E[v]=T_s+\int v_{\rm ext}n+E_H+E_x$ stationary ($T_s$ kinetic, $E_H$ Hartree energy); $E_{\rm OEP}\ge E_{\rm HF}$ (Hartree–Fock) under equal restrictions. Choosing $v_x(\infty)=0$ gives $\bar v_H=\bar K_H$ and $v_x\to-e^2/r$; orbitals decay with $\kappa_i=\sqrt{2m|\varepsilon_i|}/\hbar$. For two electrons in one orbital, $v_x=-v_H/2$. The virial relations are $T_s=-E$ for atoms and

$$E_x=\sum_\sigma\int v_{x\sigma}\,(3n_\sigma+\mathbf r\cdot\nabla n_\sigma)\,d^3r .\tag{11}$$

## A.6 Discrete form for closed s shells

For occupied orbitals $\varphi_i=u_i(r)/(r\sqrt{4\pi})$ the quantities $\gamma$ and $K$ are rotationally invariant, so $\langle a|K|i\rangle$ vanishes unless $a$ is an s state, $\Lambda$ is spherical, and so is $v_x$. The angular average of the repulsion is $\tfrac12\int_{-1}^1d\mu\,(r^2+r'^2-2rr'\mu)^{-1/2}=(r+r'-|r-r'|)/2rr'=1/r_>$, and the factors $4\pi r^2$ cancel, so the exchange integrals become $e^2\iint u_iu_j(r)\,u_iu_j(r')/r_>\,dr\,dr'$.

Take Gauss–Lobatto points $x_k$ with weights $\omega_k$ and differentiation matrix $d$, mapped by $r=L(1+x)/(1-x+2L/R)$ onto $[0,R]$, with $u(0)=u(R)=0$. With $W_k=\omega_kr'(x_k)$ and $c_{ik}=u_i(r_k)\sqrt{W_k}$ at interior points, overlaps are $\sum_kc_{ik}c_{jk}$ and local potentials are diagonal. Since $\int u_r^2\,dr=\int u_x^2/r'\,dx$, the kinetic matrix is $T_{kl}=(\hbar^2/2m)\sum_s\omega_sd_{sk}d_{sl}/(r'_s\sqrt{W_kW_l})$, with $s$ running over all points.

The kernel $1/r_>$ has a kink, and sampling it directly would lose the fast convergence of the grid. For a radial density $\rho$ of total charge number $Q$, the function $y=r\int\rho/r_>\,dr'=\int_0^r\rho\,dr'+r\int_r^R\rho/r'\,dr'$ has $y'=\int_r^R\rho/r'\,dr'$, $y''=-\rho/r$, $y(0)=0$ and $y(R)=Q$. Then $y_0=y-Qr/R$ vanishes at both ends and obeys $Ty_0=(\hbar^2/2m)\rho/r$. Converting to coefficients $y_0(r_k)\sqrt{W_k}$ and charges $W_l\rho_l$,

$$w_{kl}=e^2\left[\frac{\hbar^2}{2m}\frac{(T^{-1})_{kl}}{r_kr_l\sqrt{W_kW_l}}+\frac1R\right].$$

With $D_{kl}=\sum_ic_{ik}c_{il}$, the electron number at point $k$ is $q_k=2D_{kk}$, and $E_x=-\sum_{kl}D_{kl}^2w_{kl}$ (two spins times $-\tfrac12$), $K_{kl}=-D_{kl}w_{kl}$. Varying the potential for both spins together,

$$\chi_{kl}=\frac{\partial q_k}{\partial v_l}=4\sum_{ia}\frac{c_{ik}c_{ak}c_{al}c_{il}}{\varepsilon_i-\varepsilon_a},\qquad\Lambda_l=\frac{\partial E_x}{\partial v_l}=4\sum_{ia}\frac{c_{il}c_{al}\,(c_a^{T}Kc_i)}{\varepsilon_i-\varepsilon_a}.$$

The 4 is 2 for spin times 2 for the c.c. term, and $\Lambda_l/W_l$ is the spin-summed $4\pi r^2\Lambda$.

The rows of $\chi$ shrink with the density, so the system is scaled. With $y_k=\sqrt{q_k}$, $A_{kl}=\chi_{kl}/y_ky_l$, $z_k=y_kv_{x,k}$ and $b_k=\Lambda_k/y_k$, the equation is $Az=b$, and $Ay=0$. Solve instead the nonsingular system $(A-yy^T/N)z=b$, where $N=y^Ty$ is the electron number. Multiplying by $y^T$ gives $-y^Tz=\sum_k\Lambda_k=0$, so the added term vanishes and $Az=b$ holds. Finally shift $v_x$ by $\bar K_H-\bar v_H$ and iterate $v=v_{\rm ext}+v_H+v_x$ with damping.

## A.7 Worked example: Be and Li⁺

The units are $a_0=0.529177$ Å, $E_h=e^2/a_0=27.21139$ eV and $e^2=14.39965$ eV Å. For Be ($Z=4$, 1s²2s²) the chosen grid has 49 interior points, $L=1.5\,a_0$ and $R=16\,a_0=8.4668$ Å. Its closed-shell Hartree–Fock energy (the same orbitals for both spins, as in all Hartree–Fock values below), $-14.573023\,E_h$, agrees in all printed digits with an independent basis of 26 s Gaussians.

The lowest empty level is 2p, and the gap is $-4.8440-(-8.4145)=3.5705$ eV, so the gap assumption holds; the last digit depends on the wall, and $R=40\,a_0$ gives 3.5704 eV. The scaled matrix $A$ has one zero eigenvalue ($1.4\times10^{-16}/E_h$), and the others lie between $-9.083/E_h$ and $-1.16\times10^{-5}/E_h$, a condition number of $9.083/1.16\times10^{-5}\approx7.8\times10^5$. This number belongs to the grid and not to the atom: the smallest nonzero eigenvalue moves toward zero as the grid is refined, as expected for an equation of the first kind.

The energies are $E_{\rm OEP}=-396.5361$ eV and $E_{\rm HF}=-396.5522$ eV, a difference of 16.07 meV with the required sign. The starting potential $v_{\rm ext}+\tfrac34v_H$, with $v_H$ built from the Hartree–Fock density, gives an energy 1116.3 meV above the optimum. $T_s=396.5361$ eV equals $-E_{\rm OEP}$, and the integral (11) gives $-72.5394$ eV, equal to $E_x$; the Hartree–Fock orbitals give $-72.5704$ eV.

The definition of $v_x$ is tested directly by taking $\delta n=n(g-\langle g\rangle)$, with $\langle g\rangle$ the density-weighted mean, finding the potentials that produce $n\pm\epsilon\,\delta n$, and differencing $E_x$. For $g=e^{-r^2/a_0^2}$ this gives $-35.2739$ eV, and $\int v_x\delta n$ gives $-35.2739$ eV. The Slater potential $v_S=\sum_i\varphi_i^*K\varphi_i/n$ gives $-47.9480$ eV, too large by $47.9480/35.2739=1.36$. It is twice the exchange energy per particle and is not the functional derivative. For $g=1/(1+r^2/a_0^2)$ and $g=(r/a_0)^2e^{-r/a_0}$, where inversion and $\int v_x\delta n$ again agree in all printed digits, the same ratios are $41.3034/30.3714=1.36$ and $20.2997/15.1284=1.34$.

| $r$ (Å) | $v_x$ (eV) | $v_S$ (eV) | $-e^2/r$ (eV) | $4\pi r^2\Lambda$ (1/Å) |
|---|---|---|---|---|
| 0.10 | −67.289 | −83.541 | −143.996 | 1.1800 |
| 0.30 | −29.582 | −45.530 | −47.999 | −0.3598 |
| 0.50 | −9.344 | −23.069 | −28.799 | −0.0252 |
| 0.60 | −9.881 | −15.555 | −23.999 | 0.3168 |
| 0.80 | −11.868 | −11.799 | −18.000 | 0.6780 |
| 2.00 | −7.004 | −7.003 | −7.200 | −0.3414 |
| 4.00 | −3.601 | −3.599 | −3.600 | −0.0321 |

$\Lambda$ is positive below 0.24 Å, negative from there to 0.51 Å, positive again up to 1.46 Å and negative beyond. The changes from positive to negative lie near the mean radii of the shells (0.22 and 1.40 Å), outside the maxima of their radial densities (0.14 and 1.09 Å): exchange contracts both shells. The potential is not monotonic; it peaks at 0.54 Å, between two rows of the table, with $v_x\approx-8.7$ eV, close to the minimum of the radial density at 0.58 Å (0.906 Å⁻¹). Equation (10) shows where the peak comes from. Multiplied by $\varphi_i^*$, summed over $i$ and divided by $n$, it gives $v_x=v_S+\sum_i|\varphi_i|^2(\bar v_i-\bar K_i)/n-\sum_i\varphi_i^*(h-\varepsilon_i)\psi_i/n$, where the last sum is the shift term. Where orbital $i$ dominates, $v_S\approx K\varphi_i/\varphi_i$, and apart from the small shift term $v_x-v_S\approx\bar v_i-\bar K_i$. For 1s this is $-45.9444+62.4455=16.50$ eV, and the table gives $-67.289+83.541=16.25$ eV at 0.10 Å and $15.95$ eV at 0.30 Å. For 2s it is zero by the choice of constant. The step from about 16 eV to zero, added to the rising $v_S$, gives only a weak peak, 0.9 eV above the minimum that follows it, against 3.2 eV for the full $v_x$. Between the shells the shift term is no longer small, and it supplies most of the height. The same number accounts for the eigenvalues: first-order theory predicts a Hartree–Fock 1s level of $-112.266-16.501=-128.767$ eV against $-128.782$ eV, and no shift for 2s, where the values are $-8.4145$ and $-8.4156$ eV.

The off-diagonal elements behave differently for the two shells. The 3s state used here is that of the atom enclosed at $R=16\,a_0$. Its classical turning point, where $-e^2/r=\varepsilon_{3s}$, lies at about $11\,a_0$, so the wall raises the level and changes the orbital's amplitude in the core. The 3s numbers below illustrate the equation and are not converged values for the free atom: with $R=40\,a_0$ the level falls from $-2.467$ to $-2.520$ eV, the 3s–1s element of $v_x$ becomes $-1.917$ eV with a difference of 0.170 eV from $K$, and the 3s–2s elements become $-1.456$ eV. For 3s–1s, $v_x$ and $K$ give $-2.0309$ and $-2.2103$ eV, a difference of 0.1794 eV, so the terms of (8) do not vanish one by one. Divided by $\varepsilon_{3s}-\varepsilon_{1s}=-2.467+112.266=109.80$ eV it is a 3s component of size 0.0016 in $\psi_{1s}$, whose norm is 0.00669. For 3s–2s both give $-1.5352$ eV, an agreement that is approximate and is not an exact consequence of (8). It is explained by the pointwise form (9) together with the shape of the orbitals: $\psi_{2s}=-\varphi_{1s}\psi_{1s}/\varphi_{2s}$ is confined to the core, it is orthogonal to $\varphi_{2s}$, and in the core $\varphi_{3s}$ is nearly proportional to $\varphi_{2s}$ because their 5.95 eV separation is small against the potential there. The overlap $\langle3s|\psi_{2s}\rangle=\langle3s|v_x-K|2s\rangle/(\varepsilon_{2s}-\varepsilon_{3s})$ is then expected to be far below the norm 0.00630. The printed digits bound it by $10^{-4}/5.95\approx2\times10^{-5}$; the argument is qualitative and the program does not test it separately.

At $r=9a_0=4.763$ Å the result is $rv_x/e^2=-1.00037$. In the continuum this number cannot lie below $-1$ by more than an exponentially small amount: the potential of a unit spherical charge is at most $e^2/r$ in size, and the corrections carry the factor $e^{-(\kappa_{1s}-\kappa_{2s})r}$ with $\kappa a_0=\sqrt{2|\varepsilon|/E_h}=2.873$ and $0.786$, about $e^{-18.8}$. The excess, $0.00037\times14.39965/4.763\approx1.1$ meV, like the 1 to 2 meV between $v_x$ and $v_S$ in the last rows, is therefore an error of the discretization and interpolation. Only one grid was run, so the output shows neither how this error falls with grid size nor which source dominates. Errors of the same kind enter the other rows of $v_x$; near the peak they reach several meV, so the third decimal there is not significant.

For Li⁺ ($Z=3$, 39 points, $L=0.8\,a_0$, $R=6\,a_0$), the solution of the matrix equation differs from $-v_H/2$ by at most $1.8\times10^{-9}$ eV, and $E_{\rm OEP}=E_{\rm HF}=-196.9129$ eV.

## A.8 What the numerical check tests

The numerical check below compares each factor of the chain rule with central finite differences: (5) for random complex orbitals, (6) with error $1.4\times10^{-10}$, and every element of $\chi_{kl}$ and $\Lambda_l$ with errors $1.1\times10^{-7}$ and $6.5\times10^{-8}$ against largest values 0.113 and 0.089 (units of $E_h$ and $a_0$). The solution $v_x$ satisfies the equation built wholly from finite differences to $1.1\times10^{-7}$. In the density inversion $\chi$ only drives the Newton steps, and acceptance rests on the density residual, so that test is independent of (3). The program also verifies the cancellation of occupied pairs, the single null vector, condition (9) with shifts from a linear solve of (10), stationarity and minimality of $E[v]$ along three directions, both virial relations, the tail, the two-electron limit, and the grid itself against hydrogenic values.

## Table of computed values

```
a0 = 0.529177 A, Eh = 27.21139 eV, e^2 = 14.39965 eV A
Be grid: Z=4, 49 points, L=1.5 a0, R=16 a0 = 8.4668 A
Be E_HF grid = -14.573023 Eh, 26 s Gaussians = -14.573023 Eh
max errors vs finite differences (Eh, a0 units): dphi/dv 1.4e-10,
  chi 1.1e-07 (max 0.113), Lambda 6.5e-08 (max 0.089)
  chi_fd v_x - Lambda_fd 1.1e-07
scaled chi eigenvalues (1/Eh): 1.4e-16, next -1.16e-05, lowest -9.083
dn = n (g - <g>), r in a0, eps = 1e-3; dEx/deps in eV:
  g=exp(-r^2): inversion -35.2739, OEP -35.2739, Slater -47.9480
  g=1/(1+r^2): inversion -30.3714, OEP -30.3714, Slater -41.3034
  g=r^2 exp(-r): inversion 15.1284, OEP 15.1284, Slater 20.2997
norm of orbital shift psi_1s = 0.00669
norm of orbital shift psi_2s = 0.00630
Be E_OEP = -14.572433 Eh = -396.5361 eV; E_HF = -396.5522 eV
E_OEP - E_HF = 16.07 meV = 0.5906 mEh
E(Fermi-Amaldi start) - E_OEP = 1116.3 meV
T_s = 396.5361 eV, E_H = 194.7124 eV
E_x = -72.5394 eV, virial integral -72.5394 eV, HF E_x -72.5704 eV
OEP eps 1s -112.266, 2s -8.4145, 2p -4.8440, 3s -2.4673 eV
KS gap 2s-2p = 3.5705 eV
HF  eps 1s -128.782, 2s -8.4156 eV
<1s,1s>: v_x -45.9444 eV, K -62.4455 eV
<2s,2s>: v_x -10.0939 eV, K -10.0939 eV
<3s,1s>: v_x -2.0309 eV, K -2.2103 eV
<3s,2s>: v_x -1.5352 eV, K -1.5352 eV
r v_x/e^2 at r = 9 a0 = 4.763 A: -1.00037
r(A)   v_x(eV)  v_Slater(eV)  -e^2/r(eV)  4pi r^2 n(1/A)  4pi r^2 Lambda(1/A)
0.05   -78.937    -95.233     -287.993       3.5517         0.7203
0.10   -67.289    -83.541     -143.996       6.8362         1.1800
0.20   -45.215    -61.284      -71.998       6.5819         0.3866
0.30   -29.582    -45.530      -47.999       3.7090        -0.3598
0.40   -17.657    -33.821      -35.999       1.8000        -0.3576
0.50    -9.344    -23.069      -28.799       1.0331        -0.0252
0.60    -9.881    -15.555      -23.999       0.9113         0.3168
0.70   -11.722    -12.726      -20.571       1.0485         0.5580
0.80   -11.868    -11.799      -18.000       1.2383         0.6780
1.00   -10.991    -10.883      -14.400       1.4774         0.6286
1.50    -8.776     -8.773       -9.600       1.1631        -0.0347
2.00    -7.004     -7.003       -7.200       0.5862        -0.3414
3.00    -4.790     -4.789       -4.800       0.0884        -0.1668
4.00    -3.601     -3.599       -3.600       0.0096        -0.0321
Li+ grid: Z=3, 39 points, L=0.8 a0, R=6 a0 = 3.1751 A
Li+ max|v_x + v_H/2| = 1.8e-09 eV
Li+ E_OEP = -196.9129 eV, E_HF = -196.9129 eV (-7.236415 Eh)
Li+ E_x = -44.9447 eV, eps 1s = -75.9841 eV
```
